# Why a foil with field on one face has a best thickness

**Question**

I am working on a wide copper line that faces its return conductor across a thin dielectric. The magnetic field is in the gap, so each conductor has field on one face only. An exercise says that, for a fixed current, the resistance of such a foil is smallest at thickness $\pi\delta/2$, where $\delta$ is the skin depth, and that it is then about 8 percent below the value for a very thick foil.

I can write down the diffusion equation, but I get lost in the complex hyperbolic functions. I also don't see how the claim can be true. Extra copper at the back gives the current more room, so how can it raise the resistance? And would I see this dip in a real line about 20 µm wide at 10 GHz?

**Answer**

The claim is correct for a foil wide enough that its edges don't matter. Whether a 20 µm line is wide enough depends on the gap. With the 1 µm gap assumed below it is not, as the numbers show.

**Setting up the field**

Let the foil occupy $0<x<h$, with current along $y$ and magnetic field along $z$. Use peak phasors with time factor $e^{i\omega t}$. The metal is non-magnetic and obeys a local Ohm's law $E=\rho J$, and displacement current inside it is neglected. Ampère's and Faraday's laws give

$$J=-\frac{dH}{dx},\qquad \frac{dE}{dx}=-i\omega\mu_0H .$$

Inserting $E=\rho J=-\rho\,dH/dx$ into the second equation gives

$$\frac{d^2H}{dx^2}=k^2H,\qquad k^2=\frac{i\omega\mu_0}{\rho}=\frac{2i}{\delta^2},\qquad \delta=\sqrt{\frac{2\rho}{\omega\mu_0}} .$$

Since $(1+i)^2=2i$, we may take $k=(1+i)/\delta$.

Let $K$ be the total current per unit width, chosen real. Integrating $J$ through the foil gives $K=H(0)-H(h)$. With no field on the back face, $H(h)=0$ and $H(0)=K$, so

$$H=K\,\frac{\sinh k(h-x)}{\sinh kh},\qquad J=Kk\,\frac{\cosh k(h-x)}{\sinh kh}.$$

**From the field to the resistance**

Define the resistance per square $R$ by the mean loss per unit area:

$$\tfrac12RK^2=\tfrac12\rho\int_0^h|J|^2dx=\tfrac12\,\mathrm{Re}\int_0^hE\left(-\frac{dH^*}{dx}\right)dx .$$

Integrate by parts:

$$\int_0^hE\left(-\frac{dH^*}{dx}\right)dx=E(0)H^*(0)-E(h)H^*(h)-i\omega\mu_0\int_0^h|H|^2dx .$$

The last term is imaginary and drops out of the real part. The back-face term vanishes because $H(h)=0$. Hence

$$R=\mathrm{Re}\,Z,\qquad Z=\frac{E(0)}{K}=\rho k\coth kh .$$

To separate the real part, write $z=kh=a(1+i)$ with $a=h/\delta$, and let $u=2a$. Multiply the numerator and denominator of $\coth z$ by $\sinh z^*$. The product formulas for hyperbolic functions give

$$\cosh z\,\sinh z^*=\tfrac12[\sinh(z+z^*)-\sinh(z-z^*)]=\tfrac12(\sinh u-i\sin u),$$

$$\sinh z\,\sinh z^*=\tfrac12[\cosh(z+z^*)-\cosh(z-z^*)]=\tfrac12(\cosh u-\cos u).$$

The real part of $(1+i)(\sinh u-i\sin u)$ is $\sinh u+\sin u$, so

$$R=\frac{\rho}{\delta}F(u),\qquad F(u)=\frac{\sinh u+\sin u}{\cosh u-\cos u},\qquad u=\frac{2h}{\delta}.$$

Two limits check this. For $u\ll1$ the numerator is about $2u$ and the denominator about $u^2$, so $R\approx(\rho/\delta)(2/u)=\rho/h$, the dc value. For $u\gg1$, $F\to1$ and $R\to\rho/\delta$.

**Finding the minimum**

The derivative of the denominator equals the numerator, so the quotient rule gives

$$F'=\frac{(\cosh u+\cos u)(\cosh u-\cos u)-(\sinh u+\sin u)^2}{(\cosh u-\cos u)^2}.$$

The top line is

$$(\cosh^2u-\sinh^2u)-(\cos^2u+\sin^2u)-2\sinh u\sin u=-2\sinh u\sin u .$$

With $du/dh=2/\delta$,

$$\frac{dR}{dh}=-\frac{4\rho}{\delta^2}\,\frac{\sinh u\,\sin u}{(\cosh u-\cos u)^2}.$$

For $u>0$ the sign is that of $-\sin u$. The resistance falls for $0<u<\pi$, rises for $\pi<u<2\pi$, and then alternates. At the stationary points $u=n\pi$,

$$F=\frac{\sinh n\pi}{\cosh n\pi+1}=\tanh\frac{n\pi}{2}\ (n\text{ odd}),\qquad F=\frac{\sinh n\pi}{\cosh n\pi-1}=\coth\frac{n\pi}{2}\ (n\text{ even}).$$

The odd points are minima. Since $\tanh$ increases, the first is the lowest, and because $F$ is monotonic between stationary points it is the global minimum:

$$h=\frac{\pi\delta}{2},\qquad R_{\min}=\frac{\rho}{\delta}\tanh\frac{\pi}{2}=0.917\,\frac{\rho}{\delta}.$$

That is 8.3 percent below the thick-foil value, with $K$, $\rho$ and frequency held fixed. The first maximum, at $h=\pi\delta$, is only 0.4 percent above the thick-foil value.

**Why extra metal can hurt**

Differentiate $Z$ before taking its real part. The current density at the back face is $J_b=Kk/\sinh kh$, so

$$\frac{dZ}{dh}=-\frac{\rho k^2}{\sinh^2kh}=-\rho\frac{J_b^2}{K^2}.$$

This contains the complex square, not $|J_b|^2$. If $J_b=|J_b|e^{i\varphi}$, the real part is

$$\frac{dR}{dh}=-\frac{\rho|J_b|^2}{K^2}\cos2\varphi=\frac{\rho|J_b|^2}{K^2}\left(1-2\cos^2\varphi\right).$$

The two terms have a direct meaning. A new layer of thickness $dh$ at the back carries current density $J_b$ to leading order, so the loss inside it contributes the $1$. The remainder, $-2\cos^2\varphi$, must be the change of loss in the metal that was already there.

Your intuition describes the thin foil, where $\varphi=0$: the relief is twice the new loss, and adding metal pays. In a thicker foil the back current lags the total current. The lag first reaches $45^\circ$ at $h=\pi\delta/2$, where $\sinh kh=i\cosh(\pi/2)$ and

$$\frac{J_b}{K}=\frac{1+i}{i\,\delta\cosh(\pi/2)}=\frac{1-i}{\delta\cosh(\pi/2)} .$$

There the relief and the new loss cancel. Just beyond, the new layer dissipates more than it saves elsewhere.

**What happens with field on the back face**

First take equal and opposite fields, $H(0)=K/2$ and $H(h)=-K/2$. By antisymmetry the field is zero at the midplane. The foil is then two one-sided foils of thickness $h/2$, each carrying $K/2$. Each half is best at $h/2=\pi\delta/2$, so the whole foil is best at $h=\pi\delta$.

A weak back field matters too. Let $H(h)=-\varepsilon H(0)$ with $\varepsilon$ real and positive, so that $H(0)=K/(1+\varepsilon)$. The solution with both boundary values is

$$H=\frac{H(0)\sinh k(h-x)+H(h)\sinh kx}{\sinh kh}.$$

From $E=-\rho\,dH/dx$, the face values are

$$E(0)=\rho kH(0)\left[\coth kh+\frac{\varepsilon}{\sinh kh}\right],\qquad E(h)=\rho kH(0)\left[\frac{1}{\sinh kh}+\varepsilon\coth kh\right].$$

The integration by parts above now keeps both face terms, and $-E(h)H^*(h)=+\varepsilon E(h)H(0)$. Therefore

$$R=\frac{1}{(1+\varepsilon)^2}\,\mathrm{Re}\left\{\rho k\left[(1+\varepsilon^2)\coth kh+\frac{2\varepsilon}{\sinh kh}\right]\right\}.$$

In a thick foil the $1/\sinh kh$ term vanishes. At $h=\pi\delta/2$ its real part does not: from $J_b/K$ above, $\mathrm{Re}(k/\sinh kh)=s/\delta$ with $s=1/\cosh(\pi/2)=\sqrt{1-0.917^2}\approx0.40$. If both foils have the same field ratio $\varepsilon$, their resistances are equal when

$$0.917(1+\varepsilon^2)+2\varepsilon s=1+\varepsilon^2,$$

which gives $\varepsilon\approx0.1$. In this model, an in-phase back field of about a tenth of the front field, opposite in direction, cancels the advantage of the thickness $\pi\delta/2$ over a thick foil. A shallower minimum survives at a larger thickness: for this $\varepsilon$ the formula gives it near $h\approx1.95\,\delta$, about 2 percent below the thick-foil value.

**Numbers for your line**

Take a rough film resistivity of 2.0 µΩ cm, a frequency of 10 GHz, a width of 20 µm and a gap of 1 µm. Then

$$\delta=\sqrt{\frac{2(2.0\times10^{-8})}{2\pi(10^{10})(4\pi\times10^{-7})}}\ \mathrm{m}=0.712\ \text{µm},\qquad h=\frac{\pi}{2}(0.712)=1.12\ \text{µm}.$$

The thick-foil value $\rho/\delta$ is 28.1 mΩ per square, and the minimum is $0.917\times28.1=25.8$ mΩ per square. One millimetre of line is $1000/20=50$ squares, or 1.29 Ω. A peak current of 10 mA would dissipate $\tfrac12(0.01)^2(1.29)$ W $=64$ µW per millimetre in this conductor. These are edge-free values; with edges included (next section) the same line has about 1.18 Ω and 59 µW per millimetre.

The optimum belongs to one frequency. The same foil at 5 GHz is 1.5 percent above the thick-foil value at 5 GHz. At 20 GHz it is 2.9 percent below the thick-foil value at that frequency.

**Does the dip survive in a real line?**

Copper of micrometre thickness is a reasonable rough model of a thick top-level interconnect. Of the assumptions checked here, the one that fails most seriously is the absence of edges. A two-dimensional calculation of the line and an identical return line, with current free to flow on every face, gives the following. Resistance times width is in units of $\rho/\delta$, the line is 20.1 µm wide and the gap is 1 µm.

| $h$ (µm) | no edges | two-dimensional |
|---|---|---|
| 0.559 | 1.316 | 1.315 |
| 1.118 | 0.917 | 0.838 |
| 1.677 | 0.982 | 0.810 |
| 3.354 | 1.000 | 0.796 |

The dip is absent at the thicknesses tabulated; between about 1.5 and 1.8 µm a ripple of roughly 0.1 percent remains. The 1.12 µm line has about 5 percent more resistance than the 3.35 µm line, whereas the edge-free model puts it 8 percent lower. The third digit of the two-dimensional column is not converged: finer meshes raise the values by about 0.002 to 0.004, far less than this difference.

A likely reason is the current on the side faces, which grow with the thickness: their share of the current rises from about 5 percent at 1.12 µm to about 10 percent at 3.35 µm, while the back-face share falls from about 8 to about 6 percent. The back field found here is about 0.05 of the front field at the centre and about 0.1 averaged over the width at 1.12 µm. By the formula above, a ratio of 0.1 already cancels the advantage of the thickness $\pi\delta/2$, but it would still leave a minimum about 2 percent deep near $1.9\,\delta$, so it does not by itself remove the dip. The losses on the faces have not been separated, so this attribution is a conjecture. For this pair of lines, $\pi\delta/2$ should not be used as a rule for minimum resistance. It applies when edge and back-face currents are small, which needs a wide line and a narrow gap. In the same two-dimensional model a dip of 1 to 2 percent below the 3.35 µm value appears near 1.3 to 1.4 µm for a 20 µm line with a 0.3 µm gap or a 40 µm line with a 1 µm gap, and an 80 µm line with a 1 µm gap has about 4 percent less resistance at 1.12 µm than at 3.35 µm.

The other corrections are estimated in the edge-free model. At 105 °C, with a rough temperature coefficient, the resistivity is 2.56 µΩ cm and the best thickness moves to 1.26 µm. Keeping the 1.12 µm foil then costs 1.3 percent relative to the hot optimum, although its resistance rises to 29.5 mΩ per square. Fully diffuse surface scattering would raise the dc resistivity by about 1.4 percent. The mean free path is roughly 0.06 of the skin depth, so a local Ohm's law is a fair approximation. Surface roughness, neighbouring lines and substrate loss are not included.

The numerical output below lists the remaining thicknesses and the smaller corrections.

## Table of computed values

```
GENERAL RESULT (field solution)
best thickness / delta           1.5708
least R / thick-foil R           0.9172
saving against thick foil        8.28 %
first maximum: h/delta, R ratio  3.142, 1.0037
back current phase at optimum    -45.00 deg
two-face optimum / delta         3.1416
EXAMPLE
resistivity                      2.00 uOhm cm
frequency                        10.0 GHz
width, gap                       20.0, 1.0 um
skin depth                       0.712 um
best thickness                   1.118 um
thick-foil sheet resistance      28.10 mOhm/sq
least sheet resistance           25.77 mOhm/sq
dc sheet resistance, same h      17.89 mOhm/sq
ac/dc ratio at best thickness    1.441
line resistance (no edges)       1.289 Ohm/mm
peak current                     10.0 mA
mean loss in the line            64.4 uW/mm
same foil at  5.0 GHz: R/thick R  1.0155
same foil at 20.0 GHz: R/thick R  0.9710
FINITE WIDTH (2D filaments)
strip width in 2D model          20.12 um
h (um) | R/(rho/delta) no edges | R*width/(rho/delta) 2D
 0.559 | 1.3157 | 1.3153
 0.839 | 0.9843 | 0.9567
 1.118 | 0.9172 | 0.8384
 1.398 | 0.9450 | 0.8112
 1.677 | 0.9819 | 0.8102
 2.236 | 1.0037 | 0.8079
 3.354 | 0.9998 | 0.7955
change on refining the mesh      0.23 %
added width: conductance 2D/1D   1.0266
OTHER NEGLECTED EFFECTS
resistivity at 105 C             2.56 uOhm cm
best thickness at 105 C          1.265 um
sheet resistance hot, same foil  29.53 mOhm/sq
excess over hot optimum          1.28 %
mean free path (rough)           40 nm
mean free path / skin depth      0.056
dc resistivity rise, diffuse     1.36 %
omega tau                        1.6e-03
displacement/conduction current  1.1e-08
```
